# Cubic crystal fields and the orbital moment of octahedral Co2+

Energies are in eV, and \(\mathbf L\) and \(\mathbf S\) are in units of \(\hbar\). The magnetic moment is \(-\mu_B(\mathbf L+g_e\mathbf S)\), so the Zeeman energy is \(\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S)\). A doublet has g factor \(g\) if a weak field splits it by \(g\mu_BB\). The ion sits in a static octahedral field, which puts the one-electron \(e\) orbitals at \(+6Dq\) and the \(t_2\) orbitals at \(-4Dq\). The spin-orbit energy is \(\zeta\sum_i\mathbf l_i\cdot\mathbf s_i\) with \(\zeta>0\). The Racah parameter \(B\) is defined by \(E(^4P)-E(^4F)=15B\). "First-order" orbital moment means the matrix of \(\mathbf L\) within the ground term, before spin-orbit coupling mixes in other terms.

## The belief and its sound core

The belief is that a crystal field pins the orbital motion, so that a 3d ion has only its spin moment and \(g\approx2\). For an orbital singlet this is correct to first order. Without spin-orbit coupling the Hamiltonian is real, so a nondegenerate orbital function \(\phi\) can be chosen real. Since \(\mathbf L=-i\sum\mathbf r\times\nabla\) is imaginary, \(\langle\phi|\mathbf L|\phi\rangle\) is imaginary. It is also real, because \(\mathbf L\) is Hermitian. Hence it vanishes.

For a degenerate term the same argument says only that \(\mathbf L\) is an imaginary antisymmetric matrix in a real basis. Symmetry must decide the rest.

**E terms.** The basis functions behave as \(3z^2-r^2\) and \(x^2-y^2\), which are unchanged by half-turns about \(x\), \(y\) and \(z\). The half-turn about \(z\) reverses \(L_x\) and \(L_y\), so their matrix elements equal their own negatives and vanish. The half-turn about \(x\) removes \(L_z\). A cubic doublet is therefore quenched too; a singlet is not required.

**T terms.** Let \(X,Y,Z\) transform as \(x,y,z\) (a \(T_1\) term). The half-turn about \(z\) leaves \(L_z\) and \(Z\) alone but reverses \(X\) and \(Y\), so \(L_z\) cannot connect \(Z\) to \(X\) or \(Y\). The element \(\langle X|L_z|Y\rangle=-i\alpha\), with \(\alpha\) real, is allowed. A threefold rotation gives \(L_x\) and \(L_y\) the same constant. For a true \(l=1\) triplet this element is \(-i\), since \(l_zy=-ix\). Thus
\[
\mathbf L=\alpha\,\mathbf l,\qquad l=1 .
\]
\(T_2\) functions differ from \(T_1\) functions by a sign under some rotations, but not under those used here, so the result is the same. Symmetry allows \(\alpha\ne0\); its value has to be calculated.

## The constant for high-spin d7

At \(M_S=3/2\), five spin-up electrons fill a spherical half shell. The orbital problem is that of the two spin-down electrons. Let \(|m_1,m_2\rangle\) be their normalized determinant. With total \(M=0\) there are two states, \(|2,-2\rangle\) and \(|1,-1\rangle\), and
\[
L_+\big(a|2,-2\rangle+b|1,-1\rangle\big)=2(a+b)|2,-1\rangle+\sqrt6\,b|1,0\rangle .
\]
At \(M=0\) the squared norm, \(4(a+b)^2+6b^2\), is the mean of \(L^2\). It is 12 and 2, the values for \(L=3\) and \(L=1\), for
\[
F_0=\frac{|2,-2\rangle+2|1,-1\rangle}{\sqrt5},\qquad
P_0=\frac{2|2,-2\rangle-|1,-1\rangle}{\sqrt5}.
\]

The \(e\) orbitals are \(|0\rangle\) and \((|2\rangle+|{-2}\rangle)/\sqrt2\). The field \(V\) therefore gives \(V|\pm1\rangle=-4Dq|\pm1\rangle\) and \(V|\pm2\rangle=Dq|\pm2\rangle+5Dq|\mp2\rangle\). In \(|2,-2\rangle\) the second part would put both electrons in one orbital and drops out. The two determinants have field energies \(2Dq\) and \(-8Dq\), so
\[
\langle F_0|V|F_0\rangle=\tfrac{2-32}{5}Dq=-6Dq,\quad
\langle P_0|V|P_0\rangle=\tfrac{8-8}{5}Dq=0,\quad
\langle F_0|V|P_0\rangle=\tfrac{4+16}{5}Dq=4Dq .
\]
With the \(15B\) of \(^4P\) added, the lower state is \(\cos\theta\,F_0-\sin\theta\,P_0\), where
\[
\tan2\theta=\frac{8Dq}{15B+6Dq},\qquad
E_-=\tfrac12(15B-6Dq-R),\qquad R=\sqrt{(15B+6Dq)^2+(8Dq)^2}.
\]

The seven F states transform under rotations as \(xyz\) (\(A_2\)), \(x^3,y^3,z^3\) (\(T_1\)) and \(x(y^2-z^2)\) with its partners (\(T_2\)). \(F_0\) is the \(l_z=0\) member of \(T_1\). A quarter-turn about \(z\) allows the \(l_z=+1\) member to contain \(|3,1\rangle\) and \(|3,-3\rangle\); write it as \(a|3,-3\rangle+b|3,1\rangle\). Now \(\mathbf L\) acting on \(A_2\) gives \(T_2\), so it cannot connect \(T_1\) to \(A_2=(|3,2\rangle-|3,-2\rangle)/\sqrt2\). Since \(L_+\) produces \(\sqrt6\,a|3,-2\rangle+\sqrt{10}\,b|3,2\rangle\), this requires \(\sqrt6\,a=\sqrt{10}\,b\). With the sign that makes \(L_+=\alpha l_+\),
\[
\phi_0=|3,0\rangle,\qquad \phi_{\pm1}=-\sqrt{\tfrac58}\,|3,\mp3\rangle-\sqrt{\tfrac38}\,|3,\pm1\rangle .
\]
The mean of \(L_z\) in \(\phi_{+1}\) is \(-15/8+3/8=-3/2\), so \(\alpha_F=-3/2\). For P, \(\alpha_P=1\). \(\mathbf L\) does not connect F with P, hence
\[
\alpha=-\tfrac32\cos^2\theta+\sin^2\theta .
\]
In a weak field \(\alpha\to-3/2\). For \(Dq\gg B\), \(\tan2\theta\to4/3\) and \(\sin^2\theta\to1/5\), so \(\alpha\to-1\). That limit is formal: the low-spin configuration \(t_2^6e\) has field energy \(-18Dq\), against \(-8Dq\) for \(t_2^5e^2\), and wins in a strong enough field.

## The ground doublet

Among the quartets, symmetry in spin space lets the spin-orbit energy be written \(\lambda\mathbf L\cdot\mathbf S\). At \(M_S=3/2\) the filled up shell contributes nothing and the down electrons give \(-\tfrac12\zeta L_z\). This must equal \(\tfrac32\lambda L_z\), so \(\lambda=-\zeta/3\). Within \(^4T_1\),
\[
H_{so}=\frac{\zeta|\alpha|}{3}\,\mathbf l\cdot\mathbf S,\qquad
\mathbf l\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac{15}{4}\right]=-\tfrac52,\,-1,\,\tfrac32
\]
for \(j=1/2,3/2,5/2\). Two negative signs, of \(\lambda\) and \(\alpha\), have cancelled, and the doublet is lowest. Its upper Zeeman state for a field along \(+z\), with \(M_S\) as second label, is
\[
\psi=\tfrac1{\sqrt2}|\phi_{-1},\tfrac32\rangle-\tfrac1{\sqrt3}|\phi_0,\tfrac12\rangle+\tfrac1{\sqrt6}|\phi_{+1},-\tfrac12\rangle ,
\]
as \((l_++S_+)\psi=0\) confirms: the coefficients of \(|\phi_0,\tfrac32\rangle\) and \(|\phi_{+1},\tfrac12\rangle\) are \(1-1\) and \(-\sqrt{2/3}+2/\sqrt6\), both zero. Therefore
\[
\langle l_z\rangle=-\tfrac12+\tfrac16=-\tfrac13,\qquad
\langle S_z\rangle=\tfrac34+\tfrac16-\tfrac1{12}=\tfrac56,
\]
\[
g_0=2\big(\alpha\langle l_z\rangle+g_e\langle S_z\rangle\big)=\tfrac53g_e+\tfrac23|\alpha| .
\]
The formula gives 4.34 at \(|\alpha|=3/2\) and 4.00 at the formal limit \(|\alpha|=1\). Cubic symmetry makes it isotropic.

Most of \(g_0\) is spin. The orbital moment acts chiefly by binding the spin into a doublet with \(\langle S_z\rangle=5/6\). A large \(g\) is thus not a large moment at low temperature and weak field: with \(g=4.44\), found below, the doublet carries \(g\mu_B/2=2.22\,\mu_B\) in a weak field, less than the \(3.00\,\mu_B\) of a free spin 3/2. A strong field adds to this by mixing in the next level: for the parameters below, the ground-state moment is \(2.41\,\mu_B\) at 10 T and \(3.06\,\mu_B\) at 50 T.

## What the leading formula omits

At first order in \(\zeta\), excited terms \(n\) at height \(\Delta_n\) change the orbital moment by
\[
\delta\langle L_z\rangle=-2\sum_n\frac{\langle\psi|L_z|n\rangle\langle n|\lambda\mathbf L\cdot\mathbf S|\psi\rangle}{\Delta_n}.
\]
Terms of other spin drop out because the moment operator conserves \(S\). Mixing of \(j=1/2\) with the other levels of \(^4T_1\) would need a cubic-invariant operator of rank 1, 2 or 3, and none exists: these ranks contain \(T_1\); \(E,T_2\); and \(A_2,T_1,T_2\).

**Admixture of \(^4T_2\).** Orthogonality to \(\phi_{\pm1}\) gives \(\chi_{\pm}=\sqrt{3/8}\,|3,\mp3\rangle-\sqrt{5/8}\,|3,\pm1\rangle\). For the F part, the \(\chi_\pm\) components are
\[
L_z\phi_{\pm1}\to\pm\tfrac{\sqrt{15}}2\chi_\pm,\qquad L_\pm\phi_0\to-\sqrt{\tfrac{15}2}\,\chi_\pm .
\]
Thus \(L_z\psi\) has components \(-\sqrt{15/8}\) on \(|\chi_-,\tfrac32\rangle\) and \(\sqrt{5/8}\) on \(|\chi_+,-\tfrac12\rangle\). For \(\mathbf L\cdot\mathbf S\,\psi\), the \(L_zS_z\) part and the part \(\tfrac12(L_-S_++L_+S_-)\) give on the same states
\[
-\tfrac32\sqrt{\tfrac{15}8}+\sqrt{\tfrac{15}8}=-\tfrac12\sqrt{\tfrac{15}8},\qquad
-\tfrac12\sqrt{\tfrac58}+2\sqrt{\tfrac58}=\tfrac32\sqrt{\tfrac58}.
\]
The summed product is \(15/16+15/16=15/8\). Each matrix element carries a factor \(\cos\theta\), because \(^4T_2\) is purely F. With \(\lambda=-\zeta/3\) and \(\delta g=2\,\delta\langle L_z\rangle\),
\[
\delta g_2=\frac52\,\frac{\zeta\cos^2\theta}{\Delta_2}.
\]

To find \(\Delta_2\), note that \(V\) acts on \(|2,0\rangle\) and \(|{-2},0\rangle\) with diagonal element \(7Dq\) and coupling \(5Dq\), giving \(12Dq\) and \(2Dq\). These belong to \(A_2\) and \(T_2\). The field has no spherical part, so its trace over F vanishes: \(12+3(2)+3(-6)=0\) assigns \(2Dq\) to \(T_2\). Hence \(\Delta_2=2Dq-E_-\).

**Admixture of the upper \(^4T_1\).** This state is \(\sin\theta\,F+\cos\theta\,P\), at height \(R\). It is connected to the lower one by \(\mathbf L=\beta\mathbf l\), with \(\beta=-\tfrac52\sin\theta\cos\theta\). The product of matrix elements is \(\beta^2(-\tfrac13)(-\tfrac52)=\tfrac56\beta^2\), so
\[
\delta g_1=\frac{10}{9}\frac{\zeta\beta^2}{R}=\frac{125}{18}\,\frac{\zeta\sin^2\theta\cos^2\theta}{R}.
\]

## The number

Take round model parameters \(B=0.10\), \(C=0.45\), \(10Dq=1.0\) and \(\zeta=0.06\) eV, where \(C\) is the second Racah parameter and affects only the full calculation. Then \(\tan2\theta=0.8/2.1\), \(\sin^2\theta=0.0328\) and \(\alpha=-1.418\). The gaps are \(\Delta_2=0.874\) eV and \(R=2.247\) eV. The steps are
\[
g_0=3.337+0.945=4.283,\qquad
g_0+\delta g_2+\delta g_1=4.283+0.166+0.006=4.455 .
\]
Diagonalizing all 120 states of the d7 shell gives \(g=4.439\). The program also tests the sum of the two corrections against the exact slope \(dg/d\zeta\) at small \(\zeta\): 2.866 against 2.865 per eV.

For these parameters admixture raises the ionic value above the leading \(g_0=4.283\); the rise shrinks to zero with \(\zeta\). Covalency, the spreading of the d orbitals onto the ligands, can be modelled by replacing \(\mathbf L\) with \(k\mathbf L\) in the moment. With \(k=0.9\), \(\zeta\) held fixed and \(\langle L_z\rangle=0.556\) from the full calculation,
\[
g=4.439-2(0.1)(0.556)=4.328 .
\]
Admixture raises \(g\) and orbital reduction lowers it. How far they cancel depends on the parameters, among them \(\zeta\), \(Dq\) and the freely chosen \(k\), so \(g\) is not a universal constant. None of these cubic variants comes near \(g\approx2\): even \(k=0\) leaves the spin part \(2g_e\langle S_z\rangle=3.33\), with \(\langle S_z\rangle=0.831\) from the full calculation.

The next level lies 39.7 meV above the doublet, or 461 K (leading order: \(\zeta|\alpha|/2=42.5\) meV). Well below this temperature almost only the doublet is populated: with a fourfold level above it, its share at 100 K is \(2/(2+4e^{-4.61})=0.98\). The susceptibility is not that of the doublet alone: the field mixes in higher levels, almost entirely the fourfold \(j=3/2\) level, which adds a temperature-independent (Van Vleck) term to the Curie term. This term is not small: at 100 K the doublet's Curie term supplies only 62% of \(\chi\). The effective moment \(\sqrt{3k_BT\chi}\) is \(4.8\,\mu_B\) at 100 K and \(5.3\,\mu_B\) at 300 K, well above the \(3.88\,\mu_B\) of a free spin 3/2.

## Where quenching returns, and what it leaves

A tetragonal distortion splits \(T_1\) into a singlet and a doublet. In the program, with spin-orbit coupling switched off, a small term \(+2\) meV \(\times\sum_im_i^2\) puts the singlet lowest, with \(\mathbf L=0\). The opposite sign puts the doublet lowest, with \(|L_z|=1.42\). This shows only the ordering: the splitting, about 5 meV, is well below \(\zeta|\alpha|/3=28\) meV, so at \(\zeta=0.06\) eV so small a term does not quench the moment. It does end the isotropy: with the singlet lowest, \(g_\parallel=4.22\) and \(g_\perp=4.55\). If the singlet is lowest and the splitting far exceeds \(\zeta|\alpha|/3\), the first-order moment is quenched after all. To first order in \(\zeta\), what remains of the orbital moment is perpendicular to the axis and admixed from higher levels. \(^4T_2\) contributes a part of order \(\zeta/\Delta_2\). The part from the doublet above scales as \(\zeta\) divided by the splitting and need not be small when the splitting is only several times \(\zeta|\alpha|/3\). Nor does quenching restore an isotropic \(g\approx2\). Spin-orbit coupling splits the spin quartet, and the lowest doublet, \(M_S=\pm\tfrac12\), has \(g_\parallel\to2\) and \(g_\perp\to4\) as \(\zeta\to0\). With a splitting of 140 meV and \(\zeta=0.06\) eV it has \(g_\parallel=2.0\) and \(g_\perp=5.2\). The surviving doublet descends from \(T_1\), not from a cubic E term; it shows that in lower symmetry a twofold orbital level can carry a first-order moment.

A quenched term need not be purely spin. In high-spin d8 the three down electrons are two holes in a full down shell, so the field energies found above change sign: \(A_2\) lies lowest at \(-12Dq\) and \(T_2\) at \(-2Dq\), a height of \(10Dq\). \(L_z\) takes \(A_2=(|3,2\rangle-|3,-2\rangle)/\sqrt2\) to \(2(|3,2\rangle+|3,-2\rangle)/\sqrt2\), a \(T_2\) state, with matrix element 2. At \(M_S=1\) the full up shell again leaves \(-\tfrac12\zeta L_z\), so \(\lambda=-\zeta/2\). Only the \(L_zS_z\) part of \(\mathbf L\cdot\mathbf S\) reaches the state that \(L_z\) reaches, so the admixture formula gives \(\delta\langle L_z\rangle=-2\cdot2\cdot2\lambda/10Dq\). The Zeeman energy at \(M_S=1\) is \(g\mu_BB\), hence
\[
g=g_e-\frac{8\lambda}{10Dq}=g_e+\frac{4\zeta}{10Dq}=2.002+0.240=2.242
\]
to first order in \(\zeta\); full diagonalization gives 2.229. Here the orbital part vanishes with \(\zeta\). In the d7 doublet it tends to \(\tfrac23|\alpha|\), provided the crystal field is cubic and the Zeeman energy stays well below the shrinking gap \(\zeta|\alpha|/2\).

## Numbers as computed

```
Racah B = 0.10 eV
Racah C = 0.45 eV
cubic splitting 10Dq = 1.00 eV
spin-orbit constant zeta = 0.060 eV
free-electron g_e = 2.00232
d1 high spin: orbital degeneracy 3, alpha = -1.0000
d2 high spin: orbital degeneracy 3, alpha = -1.4181
d3 high spin: orbital degeneracy 1, alpha = 0.0000
d4 high spin: orbital degeneracy 2, alpha = 0.0000
d5 high spin: orbital degeneracy 1, alpha = 0.0000
d6 high spin: orbital degeneracy 3, alpha = -1.0000
d7 high spin: orbital degeneracy 3, alpha = -1.4181
d8 high spin: orbital degeneracy 1, alpha = 0.0000
d9 high spin: orbital degeneracy 2, alpha = 0.0000
mixing angle theta = 10.427 degrees
4P weight in ground term = 0.0328
alpha from mixing formula = -1.4181
alpha, weak-field limit = -1.5000
alpha, strong-field limit = -1.0001
gap to 4T2 = 0.8736 eV
gap to upper 4T1 = 2.2472 eV
tetragonal term +2.0 meV * m^2: degeneracy 1, max |Lz| = 0.0000
tetragonal term -2.0 meV * m^2: degeneracy 2, max |Lz| = 1.4217
g, pure 4F leading order = 4.3372
g, strong-field leading order = 4.0039
spin part of leading g = 3.3372
orbital part of leading g = 0.9454
leading g in example = 4.2826
exact slope dg/dzeta = 2.8654 per eV
formula slope dg/dzeta = 2.8659 per eV
linear correction from 4T2 = 0.1661
linear correction from upper 4T1 = 0.0059
g with linear correction = 4.4546
g, full 120-state calculation = 4.4392
mean L along field in upper doublet state = 0.5560 hbar
mean S along field in upper doublet state = 0.8309 hbar
orbital reduction k = 0.90
g, full calculation with k in moment = 4.3280
leading-order gap above doublet = 42.54 meV
full gap above doublet = 39.71 meV
full gap as temperature = 461 K
Zeeman splitting at 1 T = 0.2570 meV
d8 exact slope dg/dzeta = 3.9997 per eV
d8 g with linear correction = 2.2423
d8 g, full 45-state calculation = 2.2290
```
